# Self-consistent harmonic ground energy of a quartic oscillator

**Question**

I am working on anharmonic lattice dynamics, starting with a single mode. The exercise sets the mass, the harmonic frequency and the reduced Planck constant to 1, takes the potential

\[
V(x)=\tfrac12x^2+0.1\,x^4 ,
\]

and asks me to show that the self-consistent harmonic ground energy is 0.5603.

I replaced the potential by a spring whose constant is the average curvature \(\langle V''\rangle\), with the average taken in the ground state of that same spring. This gave me a frequency \(\Omega\approx1.2212\). An oscillator of that frequency has ground energy \(\Omega/2\approx0.6106\), which is not 0.5603. Is my frequency wrong, or is the energy something other than \(\Omega/2\)? And how close is 0.5603 to the true ground energy?

**Answer**

Your frequency is right. The self-consistent harmonic energy is the mean of the full Hamiltonian in the ground state of the effective spring, and that differs from the spring's own energy \(\Omega/2\).

**The energy to be minimized**

Write \(\lambda=0.1\) and

\[
H=\frac{p^2}{2}+\frac{x^2}{2}+\lambda x^4 .
\]

Energies are in units of \(\hbar\omega\), lengths in \(\sqrt{\hbar/(m\omega)}\) and frequencies in \(\omega\), where \(\omega\) is the bare harmonic frequency. The trial states are oscillator ground states of any frequency \(\Omega>0\) and any centre \(a\):

\[
\psi(x)=\left(\frac{\Omega}{\pi}\right)^{1/4}e^{-\Omega u^2/2},\qquad u=x-a .
\]

The moments of \(\psi^2\) follow from \(\int e^{-\Omega u^2}du=\sqrt{\pi}\,\Omega^{-1/2}\). Each application of \(-d/d\Omega\) brings down a factor \(u^2\):

\[
\int u^2e^{-\Omega u^2}du=\tfrac12\sqrt\pi\,\Omega^{-3/2},\qquad
\int u^4e^{-\Omega u^2}du=\tfrac34\sqrt\pi\,\Omega^{-5/2}.
\]

Dividing by the first integral gives

\[
\langle u^2\rangle=\frac1{2\Omega}\equiv s,\qquad
\langle u^4\rangle=\frac3{4\Omega^2}=3s^2 .
\]

Odd moments vanish by symmetry. For the kinetic energy, \(\psi'=-\Omega u\psi\), so

\[
\langle p^2\rangle=\int(\psi')^2dx=\Omega^2\langle u^2\rangle=\frac\Omega2 .
\]

Expanding \(x=a+u\) in the potential and dropping the odd moments leaves

\[
E(\Omega,a)=\frac\Omega4+\frac{a^2+s}{2}+\lambda\left(a^4+6a^2s+3s^2\right).
\]

Since \(\lambda>0\), every term containing \(a\) is non-negative, so \(a=0\) is best for each \(\Omega\). Inserting \(s=1/(2\Omega)\),

\[
E(\Omega)=\frac{\Omega}{4}+\frac1{4\Omega}+\frac{3\lambda}{4\Omega^2}.
\]

The first term is the cost of confining the particle. The other two are the potential energy, which falls as the state becomes narrower.

**The minimum, and why it is self-consistent**

Differentiate and use a common denominator:

\[
\frac{dE}{d\Omega}=\frac14-\frac1{4\Omega^2}-\frac{3\lambda}{2\Omega^3}
=\frac{\Omega^3-\Omega-6\lambda}{4\Omega^3}.
\]

For \(0<\Omega\le1\) we have \(\Omega^3-\Omega\le0\), so the numerator is negative. For \(\Omega>1\) its slope \(3\Omega^2-1\) is positive and it grows without limit. It therefore crosses zero once, from below, and this crossing is the global minimum:

\[
\Omega^3-\Omega-6\lambda=0 .
\]

Your condition is the same equation. The curvature is \(V''=1+12\lambda x^2\), so

\[
\Omega^2=\langle V''\rangle=1+12\lambda s=1+\frac{6\lambda}{\Omega},
\]

and multiplying by \(\Omega\) gives the cubic.

**The number**

For \(\lambda=0.1\) the left side of the cubic is \(-0.000683\) at \(\Omega=1.221\) and \(+0.002793\) at \(\Omega=1.222\). Linear interpolation gives

\[
\Omega\approx1.221+0.001\times\frac{0.000683}{0.000683+0.002793}\approx1.2212 .
\]

The three parts of the energy are then

\[
E=0.3053+0.2047+0.0503=0.5603 .
\]

This is the required result. A small error in \(\Omega\) hardly matters, because the energy is stationary there: \(\Omega=1.22\) also gives 0.5603.

The last term can be eliminated with \(6\lambda=\Omega^3-\Omega\):

\[
\frac{3\lambda}{4\Omega^2}=\frac{\Omega^3-\Omega}{8\Omega^2}=\frac\Omega8-\frac1{8\Omega}
\quad\Longrightarrow\quad
E=\frac{3\Omega}{8}+\frac1{8\Omega}\quad\text{at the minimum.}
\]

**Where \(\Omega/2\) goes wrong**

Split the Hamiltonian into your effective oscillator and a remainder:

\[
H=\left(\frac{p^2}{2}+\frac{\Omega^2x^2}{2}\right)+W,\qquad
W=\lambda x^4-\frac{\Omega^2-1}{2}x^2 .
\]

The bracket contributes \(\Omega/2\), but \(W\) has a non-zero mean. Using \(\Omega^2-1=6\lambda/\Omega\),

\[
\langle W\rangle=\frac{3\lambda}{4\Omega^2}-\frac{3\lambda}{\Omega}\cdot\frac1{2\Omega}
=\frac{3\lambda}{4\Omega^2}-\frac{6\lambda}{4\Omega^2}
=-\frac{3\lambda}{4\Omega^2}.
\]

The extra spring that stands in for \(\lambda x^4\) has the right mean curvature but twice the right mean energy. Removing the excess gives

\[
E=\frac\Omega2-\frac{3\lambda}{4\Omega^2}=0.6106-0.0503=0.5603 .
\]

**How close it is to the true energy**

Expand \(\psi\) in the true eigenstates, with coefficients \(c_n\). Then \(\langle H\rangle=\sum_n|c_n|^2E_n\ge E_0\), so 0.5603 is an upper bound on the true ground energy \(E_0\). Numerical diagonalization of the same Hamiltonian gives \(E_0=0.5591\). The bound is high by 0.0012, or 0.21% of the true energy. First-order perturbation theory from the bare oscillator amounts to keeping \(\Omega=1\), and gives \(0.5+3\lambda/4=0.575\).

The remaining error comes from the non-Gaussian shape of the true state, and \(W\) lets us estimate it. Let \(|n\rangle\) be the states of the effective oscillator and \(y=\sqrt\Omega\,x\). Acting on \(|0\rangle\), \(W\) produces an even polynomial of degree four times the Gaussian, so among the excited states it can reach only \(n=2\) and \(n=4\).

For \(n=2\), \(\psi_2=(2y^2-1)\psi_0/\sqrt2\). With \(\langle y^2\rangle=\tfrac12\), \(\langle y^4\rangle=\tfrac34\) and \(\langle y^6\rangle=\tfrac{15}8\),

\[
\langle2|x^2|0\rangle=\frac1{\sqrt2\,\Omega},\qquad
\langle2|x^4|0\rangle=\frac3{\sqrt2\,\Omega^2},
\]

\[
\langle2|W|0\rangle=\frac{3\lambda}{\sqrt2\,\Omega^2}-\frac{3\lambda}{\Omega}\cdot\frac1{\sqrt2\,\Omega}=0 .
\]

Self-consistency has removed this coupling. For \(n=4\), the \(x^2\) term does not contribute. The Hermite polynomial \(H_4\) begins with \(16y^4\) and its normalization is \(1/\sqrt{2^4\,4!}=1/\sqrt{384}\), so \(\langle4|y^4|0\rangle=\sqrt{384}/16=\sqrt{24}/4\) and

\[
\langle4|W|0\rangle=\frac{\lambda\sqrt{24}}{4\Omega^2}=0.0821 .
\]

The state \(n=4\) lies \(4\Omega\) above the ground state, so the second-order correction is

\[
\Delta E=-\frac{\langle4|W|0\rangle^2}{4\Omega}=-\frac{3\lambda^2}{8\Omega^5}=-0.0014 .
\]

The corrected energy, 0.5589, is closer to the true value but slightly below it. The upper-bound property belongs to the uncorrected energy and is lost once this term is added.

Other quantities need separate checks. Here \(\Omega=1.221\) is 0.9% above the true first excitation energy, 1.210. The mean square displacement \(1/(2\Omega)=0.4094\) is 0.7% below the true 0.4125.

**Weak and strong anharmonicity**

For small \(\lambda\), put \(\Omega=1+\delta\). To second order in small quantities,

\[
E\approx\frac12+\frac{3\lambda}{4}-\frac{3\lambda}{2}\delta+\frac{\delta^2}{4}.
\]

The minimum is at \(\delta=3\lambda\), which gives \(E\approx\tfrac12+\tfrac34\lambda-\tfrac94\lambda^2\). Ordinary second-order perturbation theory from the bare oscillator has two contributions. The state \(n=2\) gives \(-(3\lambda/\sqrt2)^2/2=-\tfrac94\lambda^2\), and \(n=4\) gives \(-\tfrac38\lambda^2\). At this order the self-consistent frequency accounts for the whole of the first and none of the second.

For large \(\lambda\), the cubic gives \(\Omega\approx(6\lambda)^{1/3}\) and hence \(E\approx\tfrac38(6\lambda)^{1/3}\). This has the correct power of \(\lambda\), since balancing \(1/L^2\) against \(\lambda L^4\) for a state of width \(L\) gives an energy proportional to \(\lambda^{1/3}\). An intermediate case can be done by hand: at \(\lambda=1\) the cubic is \(\Omega^3-\Omega-6=0\), so \(\Omega=2\) and \(E=\tfrac34+\tfrac1{16}=0.8125\). The true energy is 0.8038, so the error has grown to 1.1% of it.

The derivation needs \(\lambda>0\). For \(\lambda<0\) the potential has no lower bound, and \(E(\Omega)\to-\infty\) as \(\Omega\to0\). If instead the quadratic term is negative, as in a double well, the argument for \(a=0\) fails and the centre must be varied as well.

**What changes in a real crystal**

Here \(x\) stands for the coordinate of one vibrational mode, and \(\lambda=0.1\) is a model value not fitted to any material. Three assumptions need attention.

The first is zero temperature. At \(kT=0.2\,\hbar\omega\) the true spectrum has 0.24% of its population in excited states, and the mean energy is 0.0028 above the ground energy. For the mean energy this already exceeds the 0.0012 error of the Gaussian; the free energy, by contrast, lies only 0.0005 below the ground energy at this temperature. At room temperature \(kT\) is roughly 26 meV, so this ratio would require \(\hbar\omega\approx130\) meV, about twice the highest phonon energy in silicon, which is roughly 65 meV. For a model mode whose bare quantum \(\hbar\omega\) is 65 meV, \(kT\approx0.4\,\hbar\omega\). If the frequency is held at \(\Omega=1.22\), the harmonic estimate of the thermal energy is

\[
\frac{\Omega}{e^{\Omega/kT}-1}\approx\frac{1.22}{e^{3.05}-1}\approx0.06 ,
\]

about a tenth of the ground energy. At such temperatures one should minimize the free energy over thermal oscillator states, which makes \(\Omega\) depend on temperature.

The second assumption is that the mode is isolated. In a crystal, anharmonic terms also couple it to other modes, which shifts its frequency and gives it a finite lifetime. A one-mode model cannot say how large those effects are.

The third assumption is that the potential is even in \(x\). Where symmetry allows a cubic term, the argument for \(a=0\) fails, the centre must be varied, and the error found above no longer applies. Adding \(0.2\,x^3\) to this model moves the centre to \(a\approx-0.18\), lowers \(\Omega\) to about 1.157 and raises the error of the Gaussian energy from 0.0012 to 0.0032.

The numerical output below gives the main computed energies and frequencies to more digits.

## Computed values

```
quartic coefficient lam = 0.1 (dimensionless)
cubic at Omega = 1.221: -0.000683 (omega^3)
cubic at Omega = 1.222: 0.002793 (omega^3)
SCH frequency Omega, from cubic = 1.221197 omega
SCH frequency, direct search = 1.22120 omega
centre, direct search: |a| = 1.1e-09 length units
mean curvature <V''> = 1.491321 omega^2
kinetic part Omega/4 = 0.305299 hbar*omega
quadratic part 1/(4 Omega) = 0.204717 hbar*omega
quartic part 3 lam/(4 Omega^2) = 0.050291 hbar*omega
SCH ground energy, formula = 0.560307 hbar*omega
SCH ground energy, direct search = 0.560307 hbar*omega
SCH ground energy, four digits = 0.5603 hbar*omega
Gaussian energy at Omega = 1.22: 0.560308 hbar*omega
Omega/2 (not the energy) = 0.610598 hbar*omega
bare harmonic energy = 0.500000 hbar*omega
first-order perturbation energy = 0.575000 hbar*omega
true ground energy = 0.559146 hbar*omega
SCH minus true energy = 0.001161 hbar*omega
SCH relative error = 0.21 percent
coupling |<2|W|0>| = 2.2e-17 hbar*omega
coupling <4|W|0> = 0.082125 hbar*omega
second-order correction = -0.001381 hbar*omega
SCH plus second order = 0.558927 hbar*omega
true first excitation energy = 1.210356 hbar*omega
SCH <x^2> = 0.409434 hbar/(m*omega)
true <x^2> = 0.412525 hbar/(m*omega)
temperature of the thermal check kT = 0.2 hbar*omega
excited population at that kT = 0.235 percent
thermal rise of mean energy = 0.002849 hbar*omega
lam = 1 check: Omega = 2.000000 omega
lam = 1 check: SCH energy = 0.812500 hbar*omega
lam = 1 check: true energy = 0.803771 hbar*omega
```
